# Direct flux of neutrals at the bottom of trenches and vias: a numerical check

```python
"""Direct flux of isotropic neutrals at the bottom centre of a deep feature.

Result under test, relative to the flux on an open flat surface:
    long trench   1/sqrt(1 + 4 A^2)
    circular via  1/(1 + 4 A^2)
A = depth / opening width (diameter for the via). Walls are vertical, there
are no gas collisions inside, and wall re-emission is not counted as direct.
theta_m: angle from the vertical to the mouth edge, tan(theta_m) = 1/(2 A).
s: loss probability per surface hit inside the feature.
beta: fraction of arriving radicals consumed by the wafer as a whole.
Lengths in the geometric functions are in units of the opening width.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad, dblquad
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)


def trench_direct(A):
    return 1 / np.sqrt(1 + 4 * A**2)


def via_direct(A):
    return 1 / (1 + 4 * A**2)


def mouth_kernel(x, y, A):
    """Flux at the bottom centre per unit area of mouth at (x, y)."""
    return A**2 / (np.pi * (A**2 + x**2 + y**2)**2)


# Direct flux by integration over the mouth area
for A in (0.1, 1.0, 3.0, 10.0):
    strip = quad(lambda x: 2 * quad(lambda y: mouth_kernel(x, y, A),
                                    0, np.inf)[0], -0.5, 0.5)[0]
    disc = quad(lambda r: 2 * np.pi * r * mouth_kernel(r, 0, A), 0, 0.5)[0]
    assert abs(strip / trench_direct(A) - 1) < 1e-6
    assert abs(disc / via_direct(A) - 1) < 1e-6

# Example inputs
width_nm, depth_nm, length_nm = 50.0, 150.0, 1000.0
pressure_mTorr, temperature, atom_fraction = 20.0, 350.0, 0.10
collision_diameter_nm = 0.30
loss = 0.10
neck_nm = 5.0
A = depth_nm / width_nm
theta_m = np.arctan(1 / (2 * A))
sin_m, cos_m = np.sin(theta_m), np.cos(theta_m)

# Direct flux from random velocities: Maxwellian, then one single speed
velocity = rng.normal(size=(2_000_000, 3))
speed = np.linalg.norm(velocity, axis=1)
down = np.abs(velocity[:, 2])
mu = down / speed
through_trench = 2 * A * np.abs(velocity[:, 0]) < down
through_via = 2 * A * np.hypot(velocity[:, 0], velocity[:, 1]) < down
for weight in (down, mu):
    norm = weight.sum()
    assert abs(weight[through_trench].sum() / norm
               / trench_direct(A) - 1) < 0.02
    assert abs(weight[through_via].sum() / norm / via_direct(A) - 1) < 0.04

# Share of the open solid angle, without the cosine weight
solid_trench, solid_via = 2 * theta_m / np.pi, 1 - cos_m
assert abs(through_trench.mean() / solid_trench - 1) < 0.02
assert abs(through_via.mean() / solid_via - 1) < 0.04

# Mean direct path in the trench, in units of the depth
mean_path = 4 * theta_m / (np.pi * sin_m)
sampled_path = through_trench.sum() / mu[through_trench].sum()
assert abs(sampled_path / mean_path - 1) < 0.01


# Anisotropic arrival caused by consumption at the wafer
def via_consuming(beta):
    return (1 - beta / 2) * sin_m**2 + beta / 2 * (1 - cos_m**3)


def trench_consuming(beta):
    return ((1 - beta / 2) * sin_m
            + beta / np.pi * (theta_m + sin_m * cos_m))


tilted = mu * (0.5 + 0.75 * mu)          # full consumption, beta = 1
assert abs(tilted[through_trench].sum() / tilted.sum()
           / trench_consuming(1.0) - 1) < 0.02
assert abs(tilted[through_via].sum() / tilted.sum()
           / via_consuming(1.0) - 1) < 0.04


def transport_intensity(beta, n=8, depth=8.0, cells=200):
    """Intensity arriving at the wafer over its isotropic value.

    One-speed particles, isotropic scattering, depth in mean free paths,
    diffuse return of the fraction 1 - beta from the wafer.
    """
    node, w = np.polynomial.legendre.leggauss(n)
    cosine, w = (node + 1) / 2, w / 2
    both = np.concatenate([cosine, -cosine])
    w_both = np.concatenate([w, w])
    size = 2 * n * (cells + 1)
    left = sparse.eye(cells, cells + 1)
    right = sparse.eye(cells, cells + 1, k=1)
    scatter = np.eye(2 * n) - 0.5 * np.outer(np.ones(2 * n), w_both)
    inside = (sparse.kron(right - left, sparse.diags(both * cells / depth))
              + sparse.kron((left + right) / 2, scatter))
    top = sparse.eye(n, size)
    wafer = np.zeros((n, size))
    wafer[:, -n:] = np.eye(n)
    wafer[:, -2 * n:-n] = -2 * (1 - beta) * w * cosine
    matrix = sparse.vstack([top, inside, sparse.csr_matrix(wafer)]).tocsc()
    source = np.zeros(size)
    source[:n] = 1
    arriving = spsolve(matrix, source)[-2 * n:-n]
    return cosine, arriving / (2 * np.sum(w * cosine * arriving))


cosine, intensity = transport_intensity(loss)
estimate = 1 - loss / 2 + 0.75 * loss * cosine
assert np.max(np.abs(intensity - estimate)) < 0.01
assert abs(intensity[-1] - estimate[-1]) < 0.003
cosine, intensity = transport_intensity(1.0)
assert abs(intensity[-1] - (0.5 + 0.75 * cosine[-1])) < 0.02


# Re-emission: paths traced backwards from the bottom centre
def escape_shares(shape, A, n=200_000):
    """Share of backward paths that escape after 0, 1, 2, ... hits."""
    position = np.zeros((n, 3))
    normal = np.tile([0.0, 0.0, 1.0], (n, 1))
    shares = []
    while len(position):
        d = rng.normal(size=position.shape)
        d = d / np.linalg.norm(d, axis=1)[:, None] + normal  # cosine law
        x, y, z = position.T
        dx, dy, dz = d.T
        t_flat = np.where(dz > 0, A - z, -z) / dz
        if shape == "trench":
            t_wall = (0.5 * np.sign(dx) - x) / dx
        else:
            a, b = dx**2 + dy**2, x * dx + y * dy
            c = np.minimum(x**2 + y**2 - 0.25, 0)
            t_wall = (-b + np.sqrt(b**2 - a * c)) / a
        flat = t_flat < t_wall
        escaped = flat & (dz > 0)
        shares.append(escaped.sum() / n)
        position = position + np.minimum(t_flat, t_wall)[:, None] * d
        position[flat, 2] = 0
        normal = -2 * position
        normal[:, 2] = 0
        if shape == "trench":
            normal[:, 1] = 0
        normal[flat] = [0.0, 0.0, 1.0]
        position, normal = position[~escaped], normal[~escaped]
    return np.array(shares)


def path_total(shares, s):
    return np.sum(shares * (1 - s)**np.arange(len(shares)))


# Re-emission again: flux balance between surface elements
def balance_matrix(shape, A, n_wall=80, n_flat=20):
    """Exchange matrix; last rows are the mouth, row before is the centre."""
    z_wall = (np.arange(n_wall) + 0.5) * A / n_wall
    r_flat = (np.arange(n_flat) + 0.5) * 0.5 / n_flat
    one = np.ones(n_flat)
    r = np.concatenate([0.5 * np.ones(n_wall), r_flat, [0.0], r_flat])
    z = np.concatenate([z_wall, 0 * one, [0.0], A * one])
    n_r = np.concatenate([-np.ones(n_wall), 0 * one, [0.0], 0 * one])
    n_z = np.concatenate([np.zeros(n_wall), one, [1.0], -one])
    step = np.concatenate([np.full(n_wall, A / n_wall),
                           one * 0.5 / n_flat, [0.0], one * 0.5 / n_flat])
    if shape == "trench":            # two mirror-image elements
        angle, area, power, factor = np.array([0, np.pi]), 2 * step, 1.5, 0.5
    else:                           # rings, averaged over azimuth
        angle = (np.arange(300) + 0.5) * np.pi / 300
        area, power, factor = 2 * np.pi * r * step, 2.0, 1 / np.pi
    ri, rj = r[:, None], r[None, :]
    dz = z[None, :] - z[:, None]
    total = np.zeros((len(r), len(r)))
    for c in np.cos(angle):
        at_i = n_r[:, None] * (rj * c - ri) + n_z[:, None] * dz
        at_j = n_r[None, :] * (rj - ri * c) + n_z[None, :] * dz
        dist2 = ri**2 + rj**2 - 2 * ri * rj * c + dz**2
        dist2 = np.maximum(dist2, 1e-20)
        total += -factor * at_i * at_j / dist2**power
    return total / len(angle) * area[None, :], n_flat


def balance_total(matrix, n_mouth, s):
    inner = len(matrix) - n_mouth
    direct = matrix[:inner, inner:].sum(axis=1)
    exchange = (1 - s) * matrix[:inner, :inner]
    return np.linalg.solve(np.eye(inner) - exchange, direct)[-1]


total_flux = {}
for shape, formula in (("trench", trench_direct), ("via", via_direct)):
    shares = escape_shares(shape, A)
    assert abs(shares[0] - formula(A)) < 0.005 * (1 if shape == "trench"
                                                  else 0.4)
    matrix, n_mouth = balance_matrix(shape, A)
    for s in (0.5, loss):
        total_flux[shape, s] = path_total(shares, s)
        balance = balance_total(matrix, n_mouth, s)
        assert abs(balance / total_flux[shape, s] - 1) < 0.03
direct_ratio = trench_direct(A) / via_direct(A)
total_ratio = total_flux["trench", loss] / total_flux["via", loss]
assert total_ratio < direct_ratio

# Finite trench length
half_length = length_nm / width_nm / 2
finite = 4 * dblquad(lambda y, x: mouth_kernel(x, y, A),
                     0, 0.5, 0, half_length)[0]
missing = trench_direct(A) - finite
missing_bound = (16 * depth_nm**2 * width_nm
                 / (3 * np.pi * length_nm**3))
assert 0.8 * missing_bound < missing < missing_bound

# Gas numbers
kT = const.k * temperature
pressure = pressure_mTorr * 1e-3 * const.torr
mass = 15.999 * const.atomic_mass
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
gas_density = pressure / kT
atom_density = atom_fraction * gas_density
open_flux = atom_density * mean_speed / 4
sigma_v = np.sqrt(kT / mass)
one_way = quad(lambda u: u * np.exp(-u**2 / 2) / np.sqrt(2 * np.pi),
               0, 12)[0] * sigma_v * atom_density
assert abs(one_way / open_flux - 1) < 1e-8
mass_ratio = 0.5                         # O atom over O2 molecule
relative = velocity - np.sqrt(mass_ratio) * velocity[::-1]
speed_ratio = np.linalg.norm(relative, axis=1).mean() / speed.mean()
assert abs(speed_ratio / np.sqrt(1 + mass_ratio) - 1) < 0.005
cross_section = np.pi * (collision_diameter_nm * 1e-9)**2
free_path = 1 / (gas_density * cross_section * np.sqrt(1 + mass_ratio))
collision_chance = mean_path * depth_nm * 1e-9 / free_path
A_neck = depth_nm / (width_nm - neck_nm)

print("Direct flux / open-surface flux")
for ratio in (0.5, 1, 2, 3, 5, 10):
    print(f"  A = {ratio:4.1f}: trench {trench_direct(ratio):.4f}, "
          f"via {via_direct(ratio):.5f}")
print("Example inputs")
print(f"  width or diameter {width_nm:.0f} nm, depth {depth_nm:.0f} nm")
print(f"  trench length {length_nm:.0f} nm, A = {A:.1f}")
print(f"  gas pressure {pressure_mTorr:.0f} mTorr, T {temperature:.0f} K")
print(f"  O-atom fraction {atom_fraction:.2f}")
print(f"  collision diameter {collision_diameter_nm:.2f} nm (rough)")
print(f"  loss probability s = beta = {loss:.2f} (rough)")
print("Geometry")
print(f"  mouth half-angle {np.degrees(theta_m):.3f} degrees")
print(f"  solid-angle share: trench {solid_trench:.4f}, via {solid_via:.5f}")
print(f"  direct trench/via ratio {direct_ratio:.3f}")
print("Fluxes of O atoms")
print(f"  O-atom density {atom_density * 1e-6:.3e} cm^-3")
print(f"  mean speed {mean_speed:.1f} m/s")
print(f"  open surface {open_flux * 1e-4:.3e} cm^-2 s^-1")
print(f"  trench, direct {open_flux * trench_direct(A) * 1e-4:.3e} cm^-2 s^-1")
print(f"  via, direct {open_flux * via_direct(A) * 1e-4:.3e} cm^-2 s^-1")
print("Total flux with re-emission / open-surface flux")
for s in (0.5, loss):
    print(f"  s = {s:.1f}: trench {total_flux['trench', s]:.3f}, "
          f"via {total_flux['via', s]:.3f}")
print(f"  total trench/via ratio at s = {loss:.1f}: {total_ratio:.2f}")
print("Other neglected effects")
print(f"  finite length: trench loses {100 * missing / sin_m:.2f} %")
print(f"  upper bound on that loss {100 * missing_bound / sin_m:.2f} %")
print(f"  mean free path {free_path * 1e3:.2f} mm")
print(f"  mean direct path in trench {mean_path * depth_nm:.1f} nm")
print(f"  collision chance on that path {collision_chance:.1e}")
for beta in (loss, 1.0):
    print(f"  wafer consumption beta = {beta:.1f}: "
          f"trench {100 * (trench_consuming(beta) / sin_m - 1):+.1f} %, "
          f"via {100 * (via_consuming(beta) / sin_m**2 - 1):+.1f} %")
print(f"  mouth narrowed by {neck_nm:.0f} nm: "
      f"trench {100 * (trench_direct(A_neck) / trench_direct(A) - 1):+.1f} %, "
      f"via {100 * (via_direct(A_neck) / via_direct(A) - 1):+.1f} %")
print("no test failed")
```

Output:

```
Direct flux / open-surface flux
  A =  0.5: trench 0.7071, via 0.50000
  A =  1.0: trench 0.4472, via 0.20000
  A =  2.0: trench 0.2425, via 0.05882
  A =  3.0: trench 0.1644, via 0.02703
  A =  5.0: trench 0.0995, via 0.00990
  A = 10.0: trench 0.0499, via 0.00249
Example inputs
  width or diameter 50 nm, depth 150 nm
  trench length 1000 nm, A = 3.0
  gas pressure 20 mTorr, T 350 K
  O-atom fraction 0.10
  collision diameter 0.30 nm (rough)
  loss probability s = beta = 0.10 (rough)
Geometry
  mouth half-angle 9.462 degrees
  solid-angle share: trench 0.1051, via 0.01361
  direct trench/via ratio 6.083
Fluxes of O atoms
  O-atom density 5.518e+13 cm^-3
  mean speed 680.6 m/s
  open surface 9.389e+17 cm^-2 s^-1
  trench, direct 1.543e+17 cm^-2 s^-1
  via, direct 2.537e+16 cm^-2 s^-1
Total flux with re-emission / open-surface flux
  s = 0.5: trench 0.231, via 0.046
  s = 0.1: trench 0.569, via 0.250
  total trench/via ratio at s = 0.1: 2.28
Other neglected effects
  finite length: trench loses 1.05 %
  upper bound on that loss 1.16 %
  mean free path 5.23 mm
  mean direct path in trench 191.9 nm
  collision chance on that path 3.7e-05
  wafer consumption beta = 0.1: trench +1.3 %, via +2.4 %
  wafer consumption beta = 1.0: trench +13.4 %, via +24.5 %
  mouth narrowed by 5 nm: trench -9.8 %, via -18.6 %
no test failed
```
